Thermal micromagnetics needs cell-dependent magnetization, stiffness and anisotropy

**Definitions and conventions**

A ferromagnet is divided into N cubic cells of edge b, in a periodic box of volume V = Nb³. Cell i carries a unit vector m_i and a magnetic moment μ = Ms b³. The exchange energy density is A|∇m|², with |∇m|² summed over all derivatives and components. SI-based units are used, since nanometres and pJ/m suit the problem better than atomic units. Statistics are classical and dipolar fields are omitted.

With nearest-neighbour finite differences, a bond between cells i and j costs

b³ A |m_i − m_j|²/b² = 2Ab (1 − m_i·m_j),

because |m_i|² = |m_j|² = 1. Up to a constant, the cell energy is therefore

E = −J Σ_bonds m_i·m_j,  J = 2Ab,

and the reduced temperature is

t = kT/J = kT/(2Ab).

Ms, A and the anisotropy constant K are inputs assigned to a cell. The subscript "macro" marks the values that the fluctuating sample shows on long length scales.

**The belief and its appeal**

The belief is this: once each cell receives a random field of the correct strength, refining the mesh at fixed Ms and A brings finite-temperature results to a limit, as it does for smooth magnetization at zero temperature.

The noise rule itself encourages this. Its variance is proportional to 1/b³. If one cell is split into eight, each small cell has eight times the variance, and the average of eight independent fields has variance 8σ²/8 = σ² again. The noise on the large scale is thus unchanged. What changes is the system that the noise drives.

**What correct noise guarantees**

Let B = −(1/μ)∂E/∂m be the field on a cell and η the random field, with ⟨η_a(τ)η_b(τ′)⟩ = 2D δ_ab δ(τ−τ′). The Gilbert equation, solved for the time derivative and read in the Stratonovich sense, is

dm/dτ = −γ′[m×(B+η) + α m×(m×(B+η))],  γ′ = γ/(1+α²).

Write η_⊥ for the part of η perpendicular to m. The first noise term is η_⊥ turned by 90°, and the second is −αη_⊥. They are perpendicular to each other, so the noise causes isotropic diffusion on the unit sphere with coefficient

D_s = γ′²(1+α²)D = γ²D/(1+α²).

It causes no mean drift, since a drift would have to be a tangent vector built from m alone, and there is none.

Try the probability density P = exp(−E/kT). With ∇ the gradient on the sphere, damping gives the current −(αγ′/μ)P∇E, while diffusion gives −D_s∇P = +(D_s/kT)P∇E. They cancel if D_s = αγ′kT/μ, that is, if

D = αkT/(γMs b³).

The precession current, proportional to P m×∇E, has no divergence: m×∇E is divergence-free on the sphere and perpendicular to ∇E. Hence P is stationary. For a time step Δτ the field variance per component is 2D/Δτ, the usual rule.

So correct noise samples the Boltzmann distribution of the cell energy. That distribution depends on t = kT/(2Ab), and halving b at fixed A doubles t. The noise rule cannot remove this dependence.

**How much moment is lost**

Take z along the total moment and write m_i = (π_i, √(1−π_i²)), where π_i has two small transverse components. To second order,

1 − m_i·m_j ≈ 1 − π_i·π_j − (1 − π_i²/2 − π_j²/2) = ½|π_i − π_j|².

With π_k = N^(−1/2) Σ_i π_i exp(−ik·r_i), the energy above the ordered state becomes

E − E_0 = (J/2) Σ_k λ_k|π_k|²,  λ_k = 2 Σ_{x,y,z}[1 − cos(k_i b)].

Equipartition gives ⟨|π_k|²⟩ = t/λ_k for each transverse component. The mode k = 0 is absent, because z lies along the total moment and so Σ_i π_i = 0. Let G be the sum of 1/λ_k over all other modes, divided by N. Each component then has ⟨π_a²⟩ = Gt at a cell, and

Ms_macro/Ms = 1 − ½⟨π²⟩ = 1 − ½·2Gt = 1 − Gt.

Quartic energy terms and the solid-angle weight enter at order t². For a large sample, 1/λ = ∫₀^∞ exp(−sλ)ds, and the average of exp(2s cos φ) over φ is the Bessel function I₀(2s). Numerical quadrature then gives

G = ∫₀^∞ [exp(−2s) I₀(2s)]³ ds = 0.2527.

The fractional loss GkT/(2Ab) grows as 1/b. Smaller cells admit more short-wave magnons, and each shortens the average of the unit vectors.

**How much stiffness is lost**

The macroscopic stiffness is defined by the free energy F of a slow twist. Hold the direction of the total moment fixed, choose an axis e perpendicular to it, and rotate each layer by θ relative to the previous one. In every bond along the twist direction m_j is replaced by

R m_j = m_j + θ e×m_j + ½θ²[e(e·m_j) − m_j] + … .

Without fluctuations the cost per cell is b³A(θ/b)² = Abθ² = Jθ²/2, so A_macro/A = F″(0)/(NJ). From F = −kT ln Z,

F″ = ⟨E″⟩ − ⟨E′²⟩/kT,

where ⟨E′⟩ vanishes by symmetry. Expanding −JΣ m_i·R m_j gives E′ = J C_e with C = Σ m_i×m_j, and therefore

A_macro/A = ⟨m_i·m_j − (m_i·e)(m_j·e)⟩ − ⟨C_e²⟩/(tN).

Take e along y. The part of C_e linear in π is Σ(π_jx − π_ix), which is zero in a periodic box. The remainder is cubic in π, its square is of order Nt³, and the last term is of order t².

The first term needs the correlation of neighbours. With γ_k the mean of the three cosines, λ_k = 6(1−γ_k), so γ_k/λ_k = 1/λ_k − 1/6 and

⟨π_ix π_jx⟩ = t(G − 1/6).

Adding the x and z contributions,

A_macro/A = t(G − 1/6) + 1 − 2Gt = 1 − (G + 1/6)t.

The coefficient is c = G + 1/6 = 0.4194. Each mode contributes in proportion to 1/λ_k to the loss of Ms and, averaged over the three twist directions, to 1/λ_k + 1/6 to the loss of A. The ratio of these losses is 1 + λ_k/6: it is 1 for long waves and 3 at the zone corner, where λ_k = 12. Long-wave modes alone would give A_macro ∝ Ms_macro at leading order. The whole mesh gives an initial exponent c/G = 1.66. In three dimensions the coefficients thus depend on how the short waves are cut off; those found here belong to the six-neighbour cubic mesh.

**Anisotropy**

Let weak uniaxial anisotropy contribute −Kb³(m·u)² per cell, and let ψ be the angle between u and the total moment. Transverse fluctuations are isotropic to zeroth order in K, so

⟨(m·u)²⟩ = (1 − ⟨π²⟩)cos²ψ + ½⟨π²⟩sin²ψ
= ½⟨π²⟩ + (1 − (3/2)⟨π²⟩)cos²ψ.

Only the second term depends on direction. With ⟨π²⟩ = 2Gt,

K_macro/K = 1 − 3Gt.

Renormalizing Ms and A alone would leave this larger fractional error.

**The drift as a number**

Take the round model values A = 10 pJ/m, Ms = 800 kA/m and T = 300 K, in a periodic cube of edge 8 nm. Then kT = 4.142×10⁻²¹ J. For b = 1 nm,

J = 2 × 10⁻¹¹ J/m × 10⁻⁹ m = 2×10⁻²⁰ J,
t = 4.142×10⁻²¹/(2×10⁻²⁰) = 0.207.

Heat-bath Monte Carlo sampling of the cell energy, with the same inputs on every mesh, gives:

b = 2 nm: Ms_macro = 783 kA/m, A_macro = 9.62 pJ/m, K_macro/K = 0.939
b = 1 nm: Ms_macro = 761 kA/m, A_macro = 9.17 pJ/m, K_macro/K = 0.862
b = 0.5 nm: Ms_macro = 714 kA/m, A_macro = 8.23 pJ/m, K_macro/K = 0.713

Here Ms_macro is obtained from the length of the total moment, A_macro from the twist formula including its C_e term, and K_macro/K from the average of (3m_∥²−1)/2, where m_∥ is the component of m along the total moment. Relative to the mean over the three meshes, the spreads are 9.2 %, 15.4 % and 27.0 %. The steps grow with refinement instead of shrinking.

Integrating the stochastic Gilbert equation itself, by Heun's method with α = 0.5, gives Ms_macro/Ms = 0.979 for 2 nm cells and 0.952 for 1 nm cells. Monte Carlo gives the same values to three digits. The drift is therefore present with correctly scaled noise.

**Which modes are responsible**

Counting k = 0, which contributes nothing to the loss, the 1 nm mesh has 512 modes per transverse component and the 2 nm mesh 64. In the sampled 1 nm spectrum, the modes absent from the coarse mesh account for a fractional moment loss ½⟨π²⟩ of 0.031, and the 64 shared ones for 0.015. Yet the whole loss on the 2 nm mesh is 0.021. The shared modes fluctuate more there, for a reason visible in the quadratic theory. One mode contributes

t/(Nλ_k) = kT/(2AVκ²),  κ² = λ_k/b² = Σ (4/b²) sin²(k_i b/2).

At fixed physical k, κ² is smaller for larger b. At a zone face, k_i = π/b, the finite difference gives 4/b² where the continuum has π²/b². The coarse mesh thus omits many modes and makes its own shortest waves too soft. The second effect offsets part of the first.

**Inputs that depend on the cell**

The remedy is the idea of Grinstein–Koch renormalization: fluctuations that a mesh cannot carry must be contained in its coefficients. The targets are Ms_macro, A_macro and K_macro. Using t_b = kT/(2A_b b),

A_macro = A_b(1 − c t_b) = A_b − c kT/(2b),

so that

A_b = A_macro + c kT/(2b),
Ms_b = Ms_macro/(1 − Gt_b),
K_b = K_macro/(1 − 3Gt_b).

From mesh b to mesh b′ the stiffness input changes by (c kT/2)(1/b′ − 1/b). A finer mesh needs larger inputs, because it will produce more of the thermal reduction itself. Inserting macroscopic values already reduced by temperature would count that part twice.

Now let 10 pJ/m and 800 kA/m be the macroscopic targets at 300 K. For b = 1 nm,

A_b = 10 + 0.4194 × 4.142/2 = 10.87 pJ/m,
t_b = 4.142/(2 × 10.87) = 0.1905,
Ms_b = 800/(1 − 0.2527 × 0.1905) = 840.5 kA/m,
K_b/K_macro = 1/(1 − 3 × 0.2527 × 0.1905) = 1.169,

where 4.142 stands for kT in 10⁻²¹ J, and 10⁻²¹ J per nm equals 1 pJ/m. The same sampling now gives:

b = 2 nm: Ms_macro = 804 kA/m, A_macro = 10.06 pJ/m
b = 1 nm: Ms_macro = 803 kA/m, A_macro = 10.04 pJ/m
b = 0.5 nm: Ms_macro = 799 kA/m, A_macro = 9.99 pJ/m

The spreads over the meshes fall to 0.6 % for Ms, 0.7 % for A and 1.1 % for K.

The small offset from 800 kA/m on the coarser meshes is mainly a box effect. The inputs use G for a large sample, while an 8 nm box lacks the longest waves; its uniform mode only turns the total moment. At t = 0.1035 on the 2 nm mesh, the mode sum for the box gives a ratio of 0.9795, against 1 − 0.2527 × 0.1035 = 0.9738 for a large sample. Rescaled to t_b = 0.0992, the difference of 0.0057 becomes 0.0055, or about 4.5 kA/m for the input of 821 kA/m. The 0.5 nm mesh has nearly the same box shift, about 4.4 kA/m. Its 799 kA/m is therefore a cancellation: the box shift offsets a loss of higher order in t, and a large sample would give about 795 kA/m. The measured values of K lie 2 to 3 % above target. To first order the box accounts for about 2 % on the 2 nm and 0.5 nm meshes; the further 1 % on the 0.5 nm mesh is of higher order in t.

**Where the correction stops working**

For large cells the correction fades as 1/b. With A = 10 pJ/m at 300 K, the loss of Ms falls to 1 % at

b = GkT/(2A × 0.01) = 5.2 nm.

This edge is about the exchange length √(2A/(μ₀Ms²)) = 5.0 nm, where the omitted dipolar energy is no longer small. It stiffens one transverse component and moves the 1 % point to roughly 4.6 nm. Such a cell is useful only if it still resolves the walls or other textures of interest.

For small cells the first-order rule breaks down. As b → 0, A_b approaches c kT/(2b), and t_b approaches 1/c = 2.4, which is not small. The anisotropy input fails even earlier: K_b diverges at t_b = 1/(3G) = 1.32, reached at b = 0.07 nm for the targets above, and has the wrong sign below that. The unrenormalized model fails too. At b = 0.1 nm, a value below atomic spacing and used only as a point of principle, t = 2.07. Sampling gives a moment ratio of 0.142 in a box of 6³ cells and 0.050 in one of 12³. The quotient, 0.35, is close to 8^(−1/2) = 0.354, as expected when distant cells are uncorrelated and the moment adds like a random walk. Refinement has led to a paramagnet, not to the ferromagnet being modelled.

A film of fixed thickness d, one cell thick, behaves differently. A bond now costs b²d·A|m_i−m_j|²/b², so J = 2Ad and t does not depend on b. The mode sum still does. For a film of lateral size L, its long-wave part is

G_film ≈ ∫ d²q/[(2π)²q²] = (1/2π) ln(L/b) + constant,

with q = kb running from about b/L to about 1. Four in-plane neighbours replace 1/6 by 1/4, so the first-order loss of A is (G_film + 1/4)t. The added 1/4 is the same on every mesh. Halving b therefore lowers both Ms_macro/Ms and A_macro/A by kT ln 2/(4πAd), as long as tG_film remains small. The total loss grows only logarithmically with refinement, not as 1/b as in the bulk, but the drift does not die out: each halving removes the same amount until the first-order formula fails.

These results match equilibrium properties. They do not show that damping or switching rates agree between meshes, and they do not replace the quantum statistics of magnons in a real crystal. That limit is reached on the meshes used here. With magnon energy 2A gμ_B κ²/Ms and g = 2, the highest mode lies at 0.34 kT for b = 2 nm, 1.3 kT for 1 nm and 5.4 kT for 0.5 nm. With Bose occupation the first-order loss of Ms on the 0.5 nm mesh would be about 5 %, not the classical 10 %. The Bloch law gives a total loss near 3.6 %, that is, about 830 kA/m at T = 0, which the inputs 840 and 878 kA/m exceed. On fine meshes the renormalized inputs thus offset an excess of classical fluctuations; they are not values that the material has on short scales.

Numerical values quoted here were computed with a short program.
